# Why particle-mesh device simulations heat: aliases, force interpolation and conservation

## Conventions and the model

The algebra uses atomic units, $e=m_e=\hbar=4\pi\epsilon_0=1$; temperature $T$ is an energy. Electrons of effective mass $m$ and mean density $n_0$ move on a fixed neutralizing background of relative permittivity $\varepsilon$. Motion is classical, nondegenerate, one-dimensional and periodic, without scattering. The plasma frequency, thermal velocity and Debye length are

$$\omega_p^2=\frac{4\pi n_0}{\varepsilon m},\qquad v_t^2=\frac{T}{m},\qquad \lambda=\frac{v_t}{\omega_p}.$$

Let $\psi$ be the electron potential energy divided by $m$. The acceleration is $a=-\partial_x\psi$, and Poisson's equation reads $-\psi''=\omega_p^2(n/n_0-1)$.

The electrons are represented by $N$ charge sheets in a length $L$. One sheet contributes $(L/N)\delta(x-x_i)$ to $n/n_0$, so the acceleration field jumps across it by

$$c=\omega_p^2\frac{L}{N}=\frac{\omega_p^2H}{N_c},$$

where $H$ is the mesh spacing and $N_c$ the number of sheets per cell. There are $N_g=L/H$ nodes $x_g$. Each sheet is shared between its two nearest nodes with weight $S(x)=1-|x|/H$ for $|x|<H$:

$$\frac{n_g}{n_0}=\frac{L}{NH}\sum_iS(x_i-x_g),\qquad -\frac{\psi_{g+1}-2\psi_g+\psi_{g-1}}{H^2}=\omega_p^2\left(\frac{n_g}{n_0}-1\right).$$

The potential must now be turned into a force on each sheet. Two rules are compared.

- **Momentum rule:** $a_i=\sum_gS(x_i-x_g)a_g$, with $a_g=-(\psi_{g+1}-\psi_{g-1})/2H$.
- **Energy rule:** $a_i=-\sum_gS'(x_i-x_g)\psi_g$, the slope of the interpolated potential.

## What each rule conserves

Write $\psi_g=c\sum_{j,g'}G_{gg'}S(x_j-x_{g'})$. The mesh Green function $G$, with its zero-wavenumber part removed, is an even function of $g-g'$. Let $Q_g=\sum_iS(x_i-x_g)$.

Under the momentum rule, $a_g=c\sum_{g'}D_{gg'}Q_{g'}$. Here $D$ is the centred difference of an even function, so it is odd: $D_{gg'}=-D_{g'g}$. Hence

$$\sum_ia_i=\sum_gQ_ga_g=c\sum_{g,g'}Q_gD_{gg'}Q_{g'}=0.$$

Under the energy rule, take $U=\tfrac c2\sum_{g,g'}Q_gG_{gg'}Q_{g'}$. Differentiation with respect to $x_i$ acts on both factors $Q$; the two equal results cancel the factor $\tfrac12$:

$$-\frac{\partial U}{\partial x_i}=-\sum_gS'(x_i-x_g)\psi_g=a_i .$$

The sum of $U$ and the kinetic energy per unit mass is therefore conserved in continuous time. A finite time step adds its own error.

Could a force have both properties? For two particles, $a_1+a_2=0$ and $a_i=-\partial U/\partial x_i$ together require

$$\left(\frac{\partial}{\partial x_1}+\frac{\partial}{\partial x_2}\right)U=0 .$$

The energy must not change when the pair is shifted as a whole. To see what the mesh does, interpolate a wave known at the nodes. The product of $e^{-ikx}$ and $\sum_gS(x-x_g)e^{ikx_g}$ has period $H$, so it has a Fourier series, which gives

$$\sum_gS(x-x_g)e^{ikx_g}=\sum_ps_pe^{ik_px},\qquad k_p=k+\frac{2\pi p}{H},$$

$$s_p=\frac1H\int S(y)e^{-ik_py}dy=\left[\frac{\sin(kH/2)}{k_pH/2}\right]^2 .$$

The waves $k_p$ are aliases: they agree at every node. The pair energy contains terms $G(k)s_ps_{p'}e^{i(k_px_1-k_{p'}x_2)}$. A common shift $\delta$ multiplies such a term by $e^{2\pi i(p-p')\delta/H}$. Invariance would need $s_ps_{p'}=0$ for all $p\ne p'$, but these factors are nonzero for $0<|k|H\le\pi$. A force derived from this mesh energy therefore cannot conserve momentum as well.

## The two defects in closed form

**Self-force of the energy rule.** A single sheet at fraction $f$ of a cell has node weights $1-f$ and $f$. Since $(1-f)^2+f^2=1-2f(1-f)$, its energy is

$$U=\frac c2G_0+cf(1-f)(G_1-G_0).$$

The mesh equation at the source node is $-2(G_1-G_0)/H^2=(1-1/N_g)/H$, the $1/N_g$ being the background. Thus $G_1-G_0=-\tfrac H2(1-1/N_g)$, and with $x=fH+\text{const}$

$$a=-\frac1H\frac{dU}{df}=\frac c2\left(1-\frac1{N_g}\right)(1-2f).$$

The sheet is pulled toward the middle of its cell by its own charge. The mesh takes up momentum.

**Work cycle of the momentum rule.** Place two sheets at $X\pm r/2$ and set $\rho=r/H\le1$. The field at a node due to charge at another node is $\pm c/2$, and at the same node it is zero. The periodic background adds a linear field; linear interpolation reproduces it without error, so it depends on $r$ alone and cancels in what follows.

With $X$ at mid-cell, both sheets share the same two nodes. The right-hand sheet feels

$$a_{\rm mid}=\frac c2\left[\left(\frac{1+\rho}2\right)^2-\left(\frac{1-\rho}2\right)^2\right]=\frac c2\rho .$$

With $X$ on a node, the right-hand sheet has weight $\rho/2$ on the next node, which sees all the other sheet's charge on its left. It has weight $1-\rho/2$ on the central node, which sees only the fraction $\rho/2$ on its left:

$$a_{\rm node}=\frac c2\left[\frac\rho2+\left(1-\frac\rho2\right)\frac\rho2\right]=\frac c2\left(\rho-\frac{\rho^2}4\right).$$

Open the pair at mid-cell from $r=0$ to $H$, shift it by $H/2$ to a node, close it, and shift it back. The shifts cost nothing, because the forces are opposite. The net work done on the pair, per unit mass of one sheet, is

$$W=\int_0^H(a_{\rm mid}-a_{\rm node})\,dr=\frac{cH}{8}\int_0^1\rho^2d\rho=\frac{cH}{24}.$$

The particles return to their starting positions with energy gained from nowhere. Multiplying by $m$, and using $m\omega_p^2=T/\lambda^2$,

$$mW=\frac{T}{24N_c}\left(\frac H\lambda\right)^2 .$$

This is where the Debye length enters: it measures the spurious work against the thermal energy. The reversed cycle loses the same amount, so this defect permits heating but does not yet give it a direction. An unstable collective response can do so.

## Linear response with aliases

Let $M(w)$ be the Maxwellian of variance $v_t^2$ in $w=v-v_d$, where $v_d$ is the drift velocity. For acceleration components $a_pe^{i(k_px-\omega t)}$ and distribution $f=n_0M+f_1$, the linearized Vlasov equation gives $-i(\omega-k_pv)f_{1,p}=-a_pn_0M'$. With $M'=-wM/v_t^2$, integration over velocity gives

$$\frac{n_p}{n_0}=\frac{a_p}{i}\int\frac{M'\,dw}{\omega-k_pv}=-\frac{i\,a_pR_p}{k_pv_t^2},$$

$$R_p=\int\frac{wM\,dw}{w-u_p},\qquad u_p=\frac{\omega}{k_p}-v_d .$$

These integrals hold for $\operatorname{Im}\omega>0$ and are continued analytically elsewhere. Charge assignment adds all aliases, $n_{\rm mesh}=\sum_ps_pn_p$. The mesh Poisson equation gives $\psi=\omega_p^2n_{\rm mesh}/(n_0K^2)$ with $K^2=(4/H^2)\sin^2(kH/2)$. The interpolated forces are

$$a_p=-ik_ps_p\psi\ \text{(energy)},\qquad a_p=-i\frac{\sin kH}{H}s_p\psi\ \text{(momentum)}.$$

Substitute and use $(-i)(-i)=-1$. A nonzero $\psi$ requires

$$D=1+\sum_pA_pR_p=0,$$

$$A_p^{\rm energy}=\frac{s_p^2}{\lambda^2K^2},\qquad A_p^{\rm momentum}=\frac{\sin kH}{k_pH}\,\frac{s_p^2}{\lambda^2K^2}.$$

For $H\to0$ at fixed $k$, the term $p=0$ remains and $D$ becomes the usual plasma dielectric function. The alias formula was tested at one growing root of each rule against a real-space calculation that kicks a Maxwellian, lets it stream freely and collects its charge.

## Why the momentum rule heats

Take $v_d=0$, $\omega>0$ and $0<kH<\pi$. For weak growth, approaching the real axis from above gives $\operatorname{Im}R_p=\pi|u_p|M(u_p)>0$. Expanding $D$ about a real frequency gives the growth rate

$$\gamma\simeq-\frac{\sum_pA_p\,\pi|u_p|M(u_p)}{\partial D_r/\partial\omega},$$

with a positive denominator for the plasma wave. The term $p=0$ is ordinary Landau damping. The term $p=-1$ has $k_{-1}<0$ and hence $A_{-1}<0$: the same kind of resonance now feeds the wave. The force has the sign suited to $k$, while these particles respond to a wave travelling the other way.

For small $kH$, $s_{-1}^2\simeq(kH/2\pi)^4$ and the remaining factor is $-H/(2\pi k\lambda^2)$, so

$$A_{-1}\simeq-\frac{(kH/2\pi)^5}{(k\lambda)^2}.$$

At fixed $k\lambda$ this coupling falls as $(H/\lambda)^5$. The alias $p=+1$ has a positive coupling of nearly the same size and damps the wave; $p=-1$ wins only because $|k_{-1}|<k_{+1}$. For $|u_p|\ll v_t$, $\operatorname{Im}R_p\propto1/|k_p|$ supplies one more power of $H/\lambda$, and the near cancellation between $1/(2\pi-kH)^6$ and $1/(2\pi+kH)^6$ supplies another, so the net drive falls as about $(H/\lambda)^7$. Waves with larger $k\lambda$, where the coupling is stronger, meet strong Landau damping. Resolving the Debye length thus weakens the drive and leaves the strongly aliased waves damped.

## Why the energy rule is stable at rest, but can fail in drift

For the energy rule every $A_p$ is positive. With $v_d=0$, averaging the integrand of $R_p$ over $w$ and $-w$ gives

$$R_p=\int\frac{w^2M\,dw}{w^2-u_p^2},\qquad \operatorname{Im}R_p=\operatorname{Im}(u_p^2)\int\frac{w^2M\,dw}{|w^2-u_p^2|^2}.$$

Suppose a root has $\operatorname{Im}\omega>0$. Since $u_p^2=\omega^2/k_p^2$, all the imaginary parts have the sign of $\operatorname{Im}\omega^2$, so $\operatorname{Im}D=0$ requires $\omega^2$ to be real. Then $\omega=i\gamma$, $u_p^2<0$, each $R_p$ is positive and $D>1$. This contradicts $D=0$. A Maxwellian at rest has no growing linear mode, whatever $H/\lambda$. Coarse cells still misrepresent the screening.

Drift changes this, because the mesh is a preferred frame. Take the cold limit, $R_p\to-v_t^2/u_p^2$, at the shortest mesh wave, $kH=\pi$. The aliases $p=0$ and $p=-1$ have $k_p=\pm\pi/H$ and equal strength:

$$\Omega^2=\omega_p^2\frac{s_p^2k_p^2}{K^2}=\omega_p^2\left(\frac2\pi\right)^4\frac{\pi^2}{4}=\frac{4\omega_p^2}{\pi^2}.$$

The next pair has one ninth of this strength and is dropped. With $b=\pi v_d/H$,

$$1=\frac{\Omega^2}{(\omega-b)^2}+\frac{\Omega^2}{(\omega+b)^2}.$$

This is the dispersion relation of two counterstreaming beams: at this wavelength the mesh cannot tell one drifting plasma from its mirror image. Multiplying out with $y=\omega^2$ gives $(y-b^2)^2=2\Omega^2(y+b^2)$, or

$$y^2-2(b^2+\Omega^2)y+b^2(b^2-2\Omega^2)=0 .$$

One root is negative, giving growth, when $0<b^2<2\Omega^2$, that is for $0<v_d<(2\sqrt2/\pi^2)H\omega_p$. This range belongs to cold electrons at this one wavelength. In a warm plasma, thermal spread can remove the growth when the drift is no larger than about $v_t$, and other wavelengths have other limits. Total energy is conserved throughout. What grows is paid for by the drift, whose momentum passes to the mesh.

## A worked semiconductor model

Take round parameters: $m=0.3$, $\varepsilon=10$, density $10^{-6}$ Å$^{-3}$ and $T=0.025$ eV. The Debye length is 37.2 Å and the plasmon energy 0.0214 eV. The density is 0.26 of the effective band density, so Maxwell statistics are an approximation. The plasmon energy is close to $T$, so quantum corrections to the collective motion need not be small; this classical model leaves them out. The mean electron spacing, $n_0^{-1/3}=100$ Å, also exceeds the Debye length. A real three-dimensional electron gas at this density would have appreciable correlations and collisions, which the smooth sheet model omits. The parameters therefore set the scales of a numerical test; they do not make it a quantitative model of a material.

A coarse mesh of 600 Å has $H/\lambda=16.1$. With 128 sheets per cell, one pair cycle yields $16.14^2/(24\times128)\simeq0.085$ of $T$. A mesh 32 times finer, 18.75 Å, has $H/\lambda=0.50$ and four sheets per cell, and the yield is 0.0027 of $T$. The ratio is 32 because $c$ is fixed by the particles and $W\propto H$.

The largest momentum-rule growth rates found in a scan over $0.2\le kH\le3.1$, in steps of 0.05, are given below. The true maxima can lie somewhat higher, between the scanned points; at $H/\lambda=2$, where the peak is narrow, the difference exceeds ten percent.

| $H/\lambda$ | $\gamma/\omega_p$ |
|---|---|
| 2 | $1.1\times10^{-6}$ |
| 4 | $1.9\times10^{-4}$ |
| 6 | $2.2\times10^{-3}$ |
| 10 | $1.4\times10^{-2}$ |
| 16.1 | $2.4\times10^{-2}$ |

The rate falls steeply but shows no sharp threshold. On the coarse mesh $\hbar\gamma=5.1\times10^{-4}$ eV, an e-folding time of about $42/\omega_p$. The fastest wave has $kH=2.10$ and frequency $0.553\,\omega_p$. Its own phase velocity is $0.553\times16.1/2.10\simeq4.2\,v_t$, where few particles can damp it. Its alias has $|k_{-1}|H=2\pi-2.10=4.18$ and phase speed $2.1\,v_t$, where many can drive it.

Interpolation order matters for the same reason. Nearest-point, linear and quadratic assignment have $s_p$ equal to the first, second and third power of $\sin(k_pH/2)/(k_pH/2)$. On the coarse mesh they give $\gamma/\omega_p=0.094$, 0.024 and 0.0034. Smoother assignment suppresses aliases without making the momentum rule conserve energy.

Four runs with 4096 sheets follow the particles beyond linear theory. Energy changes are relative to the initial thermal energy.

| run | energy change | final $T$ (eV) |
|---|---|---|
| momentum rule, coarse | $+8.75$ | 0.235 |
| momentum rule, fine | $+0.025$ | 0.0244 |
| energy rule, coarse, at rest | $-0.001$ | 0.0248 |
| energy rule, coarse, drifting | $+0.005$ | 0.238 |

The first three last $900/\omega_p$ and start from identical particles. Under the momentum rule on the coarse mesh, the temperature rises more than ninefold while the mean velocity stays zero to rounding. Linear instability and particle noise can both contribute to this heating, and the run does not separate them; the size of the rise therefore belongs to this number of sheets and, since the trajectories are chaotic, at about the ten-percent level to this particular realization. A perfect momentum balance is thus no evidence of a correct energy balance. At the final temperature the Debye length has grown by $\sqrt{0.235/0.025}\simeq3.1$, so $H/\lambda\simeq5.3$. For a Maxwellian the table would give much slower linear growth there, with no temperature at which it stops abruptly. The heated distribution has heavy velocity tails, however, so this estimate does not tell how fast the heating in the run declines.

Refining the mesh alone reduces the energy error to 2.5% of the initial thermal energy. The tabulated growth is already negligible at $H/\lambda=2$, so this remainder is probably due to particle noise acting through the non-gradient force; that attribution is a conjecture. The slight fall in temperature is compatible with an energy gain because the initially uniform plasma also builds up field energy.

Changing only the force rule on the coarse mesh removes the heating at rest. The price is a mean velocity that wanders, by up to $0.021\,v_t$ in this realization; the amount depends on the number of sheets. The small energy error also relies on a time step in which particles cross only a small fraction of a cell: on the fine mesh the same step leaves the energy rule with a sizeable time-step error.

The last run starts with $v_d=3v_t$ and lasts $250/\omega_p$. Its fastest scanned mode grows at $0.26\,\omega_p$ and lies at the upper end of the scan, $kH=3.10$, next to the two-beam case above. There $b/\omega_p=3\pi/16.1\simeq0.58$, and the cold quadratic gives $\gamma\simeq0.32\,\omega_p$; thermal spread accounts for the smaller value, while the other aliases raise the rate slightly. The mean velocity falls to $0.61\,v_t$. In units of the initial thermal energy, the drift energy drops from $3^2=9$ to $0.61^2\simeq0.4$, while the thermal energy rises from 1 to $0.238/0.025\simeq9.5$. Small field energy closes the balance. The channel current would be wrong as well as the temperature, although total energy is conserved to 0.5% of the initial thermal energy.

## What this means for a device calculation

An energy audit exposes the first failure and misses the second; a momentum audit does the reverse. Both audits are needed, and in a real device they must include contact fluxes, applied fields and scattering.

Phonon scattering can hide the error. If spurious power $P$ per electron enters and excess energy relaxes to the lattice in a time $\tau_E$, the steady mean energy lies $P\tau_E$ above its correct value. It no longer climbs, yet it is still wrong, and so are the scattering rates that depend on it. Whether scattering also suppresses the instability is not settled by this collisionless model.

The Debye length to compare with $H$ is the local one. For nondegenerate electrons $\lambda\propto\sqrt{T/n_0}$, so a mesh adequate in a lightly doped region can fail in a more heavily doped one. In a degenerate contact this formula no longer holds: the screening length must be computed with Fermi statistics. It is then longer than the Debye formula suggests and depends only weakly on temperature. The numerical output below gives the computed values.

## Numbers as computed

```
effective mass 0.3 m_e, relative permittivity 10.0
density 1.0e-06 1/angstrom^3, thermal energy 0.025 eV
density / effective band density 0.255
Debye length 37.17 angstrom
plasmon energy 0.02144 eV
coarse mesh 600 angstrom, H/Debye length 16.14
pair-cycle work, momentum rule 0.041667 c*H
pair-cycle work, energy rule 6.0e-16 c*H
cycle work / kT, coarse mesh, 128 per cell 0.0848
cycle work / kT, fine mesh, 4 per cell 0.00265
momentum rule, H/Debye 2.00: growth 1.14e-06 omega_p
momentum rule, H/Debye 4.00: growth 1.92e-04 omega_p
momentum rule, H/Debye 6.00: growth 2.18e-03 omega_p
momentum rule, H/Debye 10.00: growth 1.37e-02 omega_p
momentum rule, H/Debye 16.14: growth 2.36e-02 omega_p
nearest-point assignment: growth 0.09392 omega_p
linear assignment: growth 0.02358 omega_p
quadratic assignment: growth 0.00345 omega_p
fastest momentum-rule mode: kH 2.10, frequency 0.5526 omega_p
its growth rate times hbar 5.056e-04 eV
energy rule, drift 3 v_t: growth 0.2618 omega_p at kH 3.10
real-space |D| at the two roots 1.0e-04, 3.4e-04
runs: 4096 sheets, length 32 coarse cells; coarse 32, fine 1024 cells
time 900/omega_p, step 0.15; drifting: time 250/omega_p, step 0.05
fine mesh 18.75 angstrom, H/Debye length 0.504
momentum coarse: total energy change +8.7520 of initial thermal energy
  final kT 0.23531 eV, mean velocity +0.0000 v_t
  largest mean-velocity change 3.2e-16 v_t
momentum fine: total energy change +0.0247 of initial thermal energy
  final kT 0.02438 eV, mean velocity +0.0000 v_t
  largest mean-velocity change 1.3e-16 v_t
energy coarse: total energy change -0.0010 of initial thermal energy
  final kT 0.02476 eV, mean velocity -0.0132 v_t
  largest mean-velocity change 2.1e-02 v_t
energy drifting: total energy change +0.0046 of initial thermal energy
  final kT 0.23829 eV, mean velocity +0.6146 v_t
  largest mean-velocity change 2.4e+00 v_t
```
